# The Kondo Resistance Minimum and Its One-Fifth-Power Concentration Law, part 2

A metal contains a small atomic fraction $c$ of independent magnetic impurities of spin $S$. The aim is to derive the temperature of its resistance minimum to third order in the exchange coupling $J$, for antiferromagnetic coupling ($J>0$) and a Bloch phonon law without umklapp scattering:

$$
T_{\min}=\left[\frac{c\,g^2J^3S(S+1)\,\Theta^4}{4800\,\zeta(5)\,\lambda}\right]^{1/5}\propto c^{1/5},
$$

Here $g$ is the density of conduction states per spin direction and per atom, $\Theta$ the Debye energy, and $\zeta(5)=\sum_{m\ge1}m^{-5}$. The dimensionless $\lambda$ is defined by the phonon relaxation rate $2\pi\lambda T$ at high temperature. The algebra uses atomic units, $\hbar=m_e=e=1$, and temperatures are energies, $k_B=1$. Electron energies $\varepsilon$ are measured from the Fermi level, $f$ is the Fermi function, and the band is flat for $-D<\varepsilon<D$.

The exchange coupling is a contact one, equally strong for all electron wave vectors. For a crystal of $N$ atoms and electron spin $\mathbf s$, the spin-dependent scattering amplitude to second order is

$$
\frac JN\,\mathbf S\cdot\mathbf s\,[1+gJL(\varepsilon,T)]
$$

The two-path formula behind it was checked against explicit many-electron matrix elements; this is the vertex test in the numerical output. The thermal average of $L$, with Euler's constant $\gamma$, is

$$
\langle L\rangle=\ln\frac D{2\pi T}+1+\gamma .
$$

The averaged exchange scattering rate is

$$
\Gamma_K(T)=\frac\pi2\,c\,gJ^2S(S+1)\left[1+2gJ\left(\ln\frac D{2\pi T}+1+\gamma\right)\right]=\text{const}-cB\ln T ,
$$

$$
B=\pi g^2J^3S(S+1) .
$$

The expansion requires $gJ\langle L\rangle$ to be small, and also $\pi^2S(S+1)(gJ)^2$, which measures how close the scattering is to its unitarity limit. It fails as $T$ approaches the Kondo temperature $T_K\sim De^{-1/gJ}$.

What remains is the phonon rate $AT^5$, its coefficient $A$, and the minimum itself.

## The fifth power and the minimum

The quantities carried over are the impurity fraction $c$ and spin $S$, the exchange energy $J$ (positive if antiferromagnetic), the density of states $g$ per spin and atom, the band half-width $D$, and the averaged logarithm $L=\ln(D/2\pi T)+1+\gamma$, written from here on without brackets. Exchange scattering contributes $-cB\ln T$ to the relaxation rate, with $B=\pi g^2J^3S(S+1)$. The resistivity is the total rate $\Gamma$ divided by the electron density $n_e$ in atomic units.

For the phonon part, take a spherical Fermi surface of radius $k_F$, electrons of unit mass, and longitudinal phonons of energy $\omega=sq$ up to $\Theta$. A sound wave shifts electron energies in proportion to the strain. The strain carries a factor $q$ and the quantum amplitude a factor $\omega^{-1/2}$, so the squared matrix element is proportional to $q^2/\omega\propto q$. It is written $Cq/V$, with $V$ the volume. Phonons are assumed to stay in equilibrium, and umklapp processes, in which the lattice takes up a reciprocal lattice vector, are left out for now.

Let the electrons drift with a small velocity $\mathbf u$, so that their occupation is $f(\varepsilon_k-\mathbf k\cdot\mathbf u)$. Isotropic static scattering, when it dominates, produces this distribution. The phonon resistivity then follows from the rate at which the drifting electrons lose momentum.

Let $f_1$ and $f_2$ be the occupations of $\mathbf k$ and $\mathbf k+\mathbf q$, and $n=1/(e^{\omega/T}-1)$ that of the phonon. Absorption minus emission is weighted by $nf_1(1-f_2)-(n+1)f_2(1-f_1)$. Since $f_2(1-f_1)=f_1(1-f_2)\,e^{-(\omega-\mathbf q\cdot\mathbf u)/T}$ and $n+1=ne^{\omega/T}$,

$$
nf_1(1-f_2)\left[1-e^{\mathbf q\cdot\mathbf u/T}\right]\simeq-\,nf_1(1-f_2)\,\frac{\mathbf q\cdot\mathbf u}T .
$$

Each net absorption adds momentum $\mathbf q$. Averaging over directions replaces $(\mathbf q\cdot\mathbf u)^2$ by $q^2u^2/3$, and the momentum density is $n_eu$. With a factor 2 for spin,

$$
\Gamma_{ph}=\frac2{3n_eTV}\sum_{\mathbf k\mathbf q}q^2\,2\pi\frac{Cq}V\,nf_1(1-f_2)\,\delta(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}-\omega) .
$$

To this order $f_1$ and $f_2$ are equilibrium functions. In the sum over $\mathbf k$, let $\mu$ be the cosine of the angle to $\mathbf q$. The delta function fixes $kq\mu+q^2/2=\omega$ and gives $1/(kq)$. With $k\,dk=d\varepsilon$,

$$
\frac1V\sum_{\mathbf k}\delta(\ldots)\,f_1(1-f_2)=\frac1{4\pi^2q}\int f(\varepsilon)[1-f(\varepsilon+\omega)]\,d\varepsilon=\frac{\omega(n+1)}{4\pi^2q} .
$$

The last step uses $f_1(1-f_2)-f_2(1-f_1)=f_1-f_2$ and $f_2(1-f_1)=e^{-\omega/T}f_1(1-f_2)$. Together they give $f_1(1-f_2)=(n+1)(f_1-f_2)$, and the integral of $f_1-f_2$ is $\omega$.

Replace the sum over $\mathbf q$ by $V\int q^2dq/2\pi^2$ and insert $\omega=sq$ and $n_e=k_F^3/3\pi^2$:

$$
\Gamma_{ph}=\frac{Cs}{6\pi^3n_eT}\int q^5n(n+1)\,dq=\frac{Cs}{2\pi k_F^3T}\int_0^{\Theta/s}q^5n(n+1)\,dq .
$$

The power $q^5$ is the product of $q^2$ from phase space, $q^2$ from momentum transfer, $q$ from the coupling, $1/q$ from energy conservation and $q$ from the energy window $\omega$. With $x=sq/T$,

$$
\Gamma_{ph}=\frac{CT^5}{2\pi k_F^3s^5}\,\mathcal J\!\left(\frac\Theta T\right),\qquad \mathcal J(y)=\int_0^y\frac{x^5e^x}{(e^x-1)^2}\,dx .
$$

At high temperature the integrand is $x^3$ and $\mathcal J\simeq(\Theta/T)^4/4$, so the rate is linear in $T$. Calling it $2\pi\lambda T$ defines $\lambda=C\Theta^4/(16\pi^2k_F^3s^5)$, and in terms of $\lambda$ the rate is $8\pi\lambda T^5\mathcal J/\Theta^4$. At low temperature the upper limit may go to infinity. Integration by parts and a geometric series give

$$
\mathcal J(\infty)=5\int_0^\infty\frac{x^4}{e^x-1}\,dx=5\sum_{m\ge1}\frac{4!}{m^5}=120\,\zeta(5)=124.43 .
$$

Thus, for $T\ll\Theta$,

$$
\Gamma_{ph}=AT^5,\qquad A=\frac{960\pi\zeta(5)\lambda}{\Theta^4} .
$$

The fifth-power formula was tested against the collision integral of a drifting Fermi sea, without linearizing in the drift. With $k_F=C=1$, $s=0.02$ and $u=10^{-3}T$ in atomic units, the ratio of computed to predicted rate is 1.00000 at both $T=10^{-4}$ and $T=2\times10^{-4}$.

Let $\Gamma_s$ collect everything that does not depend on temperature: scattering by dislocations, vacancies and grain boundaries, the potential part of impurity scattering, and the constant in $\Gamma_K$. If the rates add, which is Matthiessen's rule,

$$
\Gamma(T)=\Gamma_s+AT^5-cB\ln T,\qquad T\frac{d\Gamma}{dT}=5AT^5-cB .
$$

For $B>0$ the last expression increases steadily with $T$ and changes sign once, from negative to positive. There is one minimum, at

$$
T_{\min}^5=\frac{cB}{5A}=\frac{c\,\pi g^2J^3S(S+1)\,\Theta^4}{4800\,\pi\,\zeta(5)\,\lambda} ,
$$

which is the stated result. The conversion from rate to resistivity cancels, and so does $\Gamma_s$. For $J<0$ both terms rise with $T$ and there is no minimum.

At the minimum the phonon rate is $AT_{\min}^5=cB/5$. With $t=T/T_{\min}$, subtraction gives a shape common to all concentrations:

$$
\Gamma(T)-\Gamma(T_{\min})=cB\left[\frac{t^5-1}5-\ln t\right] .
$$

Measured from $T_{\min}$ down to a fixed fraction of it, the depth grows in proportion to $c$. Down to a fixed temperature it grows somewhat faster, because $T_{\min}$ itself rises. The position moves slowly: ten times more impurity raises $T_{\min}$ by the factor $10^{1/5}=1.58$.

For a general phonon law the condition is $T\,d\Gamma_{ph}/dT=cB$. Taking its logarithmic derivative gives

$$
\frac{d\ln T_{\min}}{d\ln c}=\frac1p,\qquad p=\frac{d\ln(T\,d\Gamma_{ph}/dT)}{d\ln T} .
$$

The one-fifth power thus stands or falls with $p=5$.

Manganese in a copper line gives a concrete case, since manganese is used as an alloying element in copper interconnects and carries a local moment. The inputs are rough typical values: lattice constant 0.36 nm, $\Theta$ equivalent to 330 K (0.02844 eV), $\lambda=0.15$, $J=0.4$ eV, $S=5/2$, $D=3$ eV and a static resistivity of 1 µΩ cm. One free electron per atom gives $n_e=4/(0.36\ \text{nm})^3=85.7\ \text{nm}^{-3}$ and a Fermi energy $E_F=7.09$ eV. The density of states is $g=3/(4E_F)=0.106$ per eV. Then

$$
B=\pi\,(0.1058)^2(0.4)^3(8.75)\ \text{eV}=0.0197\ \text{eV} .
$$

For $c=10^{-4}$, or 100 atomic ppm,

$$
T_{\min}=\left[\frac{10^{-4}(0.1058)^2(0.4)^3(8.75)(0.02844)^4}{4800\times1.037\times0.15}\right]^{1/5}\text{eV}=8.87\times10^{-4}\ \text{eV} ,
$$

which is 10.3 K, a factor of 32 below the Debye temperature. For 10 and 1000 ppm the formula gives 6.5 K and 16.3 K.

In a test, the minimum was also located numerically from the energy-averaged lifetime with the full integral $\mathcal J$. The two sets of temperatures agree to within 0.001 K, and the fitted power of $c$ is 0.2000. Reducing the static resistivity tenfold, with all else fixed, leaves the 100 ppm minimum at 10.293 K. With $J=-0.4$ eV the computed resistivity rises throughout a grid from 3 to 60 K.

The minimum is shallow. In resistivity units $cB$ is $1.24\times10^{-4}$ µΩ cm at 100 ppm, and cooling from $T_{\min}$ to $T_{\min}/2$ raises the resistivity by $6.2\times10^{-5}$ µΩ cm. That is about 0.006% of the static resistivity. At 300 K the model's phonon resistivity is 1.43 µΩ cm, so the logarithm has no practical weight at the usual working temperature of a line; it concerns cryogenic measurements.

Higher powers of the logarithm are not small here. Their leading part follows from removing the band edges in thin shells. A shell of width $dD'$ at the running cut-off $D'$ contributes $dD'/D'$ to $L$, so its removal must be offset by $dJ=gJ^2dD'/D'$. Integration down to the thermal scale replaces $J$ by $J/(1-gJL)$. The rate then contains $J^2/(1-gJL)^2$, and since $dL/d\ln T=-1$, its slope is the third-order slope times $(1-gJL)^{-3}$. The condition becomes

$$
5AT^5=\frac{cB}{(1-gJL)^3},\qquad \frac{d\ln T_{\min}}{d\ln c}=\frac1{5+3gJ/(1-gJL)} .
$$

With $gJ=0.0423$, the 100 ppm minimum moves to 13.0 K, where $gJL=0.32$. The slope is then about 3.2 times the third-order one, but the fifth root reduces this to a shift of 26% in temperature. The power becomes 0.193, from the formula and from numerical minimization alike. In this approximation the exponent is much more robust than the prefactor. The sum of leading logarithms omits terms of relative order $\pi^2S(S+1)(gJ)^2$, which is 0.15 with the bare coupling and 0.34 with the running one. These terms reduce the slope, so 13.0 K is uncertain by roughly 1 K.

Umklapp scattering is a more serious matter. It can be estimated on the free-electron sphere by letting the momentum transfer $\mathbf Q$ range up to $2k_F$, while the phonon has the wave vector reduced to the first zone. With one sound speed for all branches, the earlier factors become $Q^2$ for momentum transfer, $Q^2/\omega$ for coupling, $1/Q$ for energy conservation and $\omega$ for the window:

$$
\Gamma_{ph}\propto\frac1T\int_{Q<2k_F}Q^3\,n(n+1)\,d^3Q .
$$

When this rate is scaled to the same value at 300 K, the 100 ppm minimum lies at 7.8 K and the local power of $c$ is 0.133. Umklapp supplies 98% of the phonon rate there. In this model, then, the one-fifth law does not hold at 100 ppm.

The reason is a threshold. The smallest phonon that permits umklapp has an energy $\Delta$ equivalent to 56.6 K. Near threshold the thermally accessible volume of $\mathbf Q$ grows as $T^2$, one factor $T$ from the depth below the surface $Q=2k_F$ and one from the area around the nearest point. With the prefactor $1/T$ this gives $\Gamma_{ph}\propto Te^{-\Delta/T}$, and the general formula yields

$$
p=1+\frac\Delta T-\frac{\Delta/T}{1+\Delta/T} .
$$

At 7.84 K, $\Delta/T=7.2$ and $p=7.3$, close to the computed $1/0.133=7.5$. As $T\to0$ the exponential dies out and the normal $T^5$ term takes over, but with a coefficient roughly a twentieth of $A$, because umklapp supplies most of the high-temperature rate that defines $\lambda$. The exponent $1/5$ then returns, while the prefactor of the stated formula does not. The Fermi surface of real copper touches the zone boundary, which removes this simple threshold, so the estimate cannot be carried over as a number. For copper, $p$ has to be taken from the measured temperature dependence of a sample with the same static scattering but no magnetic impurities. The pure metal can give a different $p$, because without static scattering the electrons that phonons scatter least carry most of the current.

Two other omissions can be estimated for the example at 100 ppm. An electron-electron rate $T^2/E_F$, with the coefficient set to one as an estimate, lowers the minimum from 10.3 to 10.1 K. Anisotropic phonon scattering can be represented by two equal groups of electrons with phonon rates in the ratio $1+\alpha$ to $1-\alpha$. In the pure metal the groups conduct in parallel and the effective rate is $1-\alpha^2$ times the mean; when static scattering dominates, the full mean counts. At fixed pure-metal resistivity, $T_{\min}$ is therefore multiplied by $(1-\alpha^2)^{1/5}$, which gives 9.7 K for $\alpha=0.5$ but 7.4 K for $\alpha=0.9$. Strong anisotropy can thus matter as much as umklapp, and if $\alpha$ depends on temperature, the power of $c$ changes too. Phonon drag has not been estimated.

High concentrations break the assumption of independent spins. Moments interact through the conduction electrons with an energy of order $c\,gJ^2S(S+1)$, because the interaction is of second order in $J$ and falls as the inverse cube of distance. This estimate gives 0.17 K at 100 ppm but 17 K at 1 atomic percent, where the $T^5$ law puts the minimum at 25.9 K. The prefactor of this energy has simply been set to one and may be too large by a factor of several. Taken as it stands, the estimate meets $T_{\min}$ near 1.7 atomic percent, which is only a rough guide: the crossing varies as the $-5/4$ power of the prefactor, and a prefactor five times smaller would move it above 10 atomic percent. Real copper-manganese freezes into a spin glass near 10 K at 1 atomic percent, so the one-fifth law should not be relied on at percent concentrations. The finite Debye temperature is harmless by comparison: at 1 atomic percent the full integral $\mathcal J$ shifts the minimum from 25.9 to 26.0 K.

Set beside real material, the example has clear limits. Copper-manganese seed layers for interconnects contain manganese at roughly the percent level before it segregates, which is at the edge of the independent-spin regime or beyond it. The model's Kondo temperature is about 2 µK, far below the value of order 10 mK for manganese in copper; a larger $J$ would be needed to match it, and the higher logarithms would then be stronger. Manganese also scatters through several d orbitals, which the contact coupling omits. Finally, the static mean free path in the example is 65 nm. In lines narrower than this, diffuse surface scattering is comparable to the assumed static scattering or exceeds it, and it leaves $T_{\min}$ unchanged only as far as it adds a temperature-independent rate. Narrow lines also have a correction from the interaction between diffusing electrons, which rises on cooling as $T^{-1/2}$ without any magnetic impurity. For a 40 nm square line at the resistivity of the example, its slope near 10 K is about half the exchange slope at 100 ppm, and by itself it produces a minimum near 9 K. In such lines the one-fifth law does not apply, and a minimum is not evidence of local moments. The computed values are collected in the numerical output below.

## Calculated quantities

```
Vertex test, largest error: 6.0e-16 (dimensionless)
Mean logarithm at D/T=10000, quadrature: 8.94968
Mean logarithm at D/T=10000, formula: 8.94968
Drift rate / T^5 formula, lower T: 1.00000
Drift rate / T^5 formula, doubled T: 1.00000
Bloch integral 120 zeta(5): 124.431
Input lattice constant: 0.36 nm
Input Debye temperature: 330 K
Input transport coupling lambda: 0.15
Input exchange J: 0.40 eV, spin S: 2.5
Input band half-width D: 3.0 eV
Input static resistivity: 1.00 uOhm cm
Electron density: 85.73 nm^-3
Fermi wave number: 13.64 nm^-1
Fermi energy: 7.090 eV
Density of states g: 0.1058 per eV, spin and atom
Debye energy: 0.02844 eV
Product gJ: 0.0423
Resistivity per rate: 62.89 uOhm cm per eV
Kondo slope B as rate: 0.01969 eV per unit c
Kondo slope as resistivity: 1.2380 uOhm cm per unit c
Phonon coefficient: 2.144e-10 uOhm cm/K^5
c=10 ppm: T_min formula 6.494 K, numerical 6.494 K
c=100 ppm: T_min formula 10.293 K, numerical 10.293 K
c=1000 ppm: T_min formula 16.313 K, numerical 16.314 K
Numerical power of c, 10 to 1000 ppm: 0.2000
T_min at 100 ppm as energy: 8.870e-04 eV
Debye temperature / T_min at 100 ppm: 32.1
Phonon resistivity at minimum: 2.476e-05 uOhm cm
Rise at T_min/2, numerical: 6.183e-05 uOhm cm
Rise at T_min/2, formula: 6.183e-05 uOhm cm
T_min with static resistivity / 10: 10.293 K
Higher logs, gJL at their minimum: 0.323
Higher logs, T_min at 100 ppm: 13.01 K
Higher logs, power of c, numerical: 0.1928
Higher logs, power of c, formula: 0.1928
Umklapp threshold phonon: 56.6 K
Umklapp model, T_min at 100 ppm: 7.84 K
Umklapp model, local power of c: 0.1334
Umklapp share of phonon rate there: 0.9821
Electron-electron estimate, T_min: 10.06 K
Two-group anisotropy 0.5, T_min: 9.72 K
c=10000 ppm: T_min from T^5 law 25.85 K
c=10000 ppm: T_min from full Bloch curve 26.03 K
Spin-freezing scale at 100 ppm: 0.172 K
Spin-freezing scale at 10000 ppm: 17.2 K
Freezing scale equals T_min at c: 1.67 atomic %
Kondo temperature of the model: 1.9e-06 K
Mean free path from static scattering: 65.4 nm
Phonon resistivity at 300 K: 1.434 uOhm cm
```
